\section*{Why valence s orbitals contract: core orthogonality or direct relativity?}

\section{The belief and the equation}

\textbf{Q.} Relativity is strong near a heavy nucleus, so it shrinks the core s orbitals. A valence electron is slow and far away. I therefore say that the valence s orbital contracts because it must stay orthogonal to a contracted core. What is wrong with that?

\textbf{A.} Look first at the equation the valence orbital obeys. Fix one local central potential $V(r)$ for the Schrödinger and Dirac problems, so that no change of screening enters. I use atomic units in the algebra, a point nucleus, and energies $E$ without the rest energy. With large component $\phi$ and small component $\chi$,
\begin{align}
V\phi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi&=E\phi,\\
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line gives
\begin{equation}
\chi=\frac{\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi}{2cM},\qquad M=1+\frac{E-V}{2c^2}.
\end{equation}
Inserting this in the first line gives $\boldsymbol\sigma\!\cdot\!\mathbf p\,(2M)^{-1}\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi+V\phi=E\phi$. When $\mathbf p$ differentiates $M^{-1}$, it produces the factor
\begin{equation}
(\boldsymbol\sigma\!\cdot\!\hat{\mathbf r})(\boldsymbol\sigma\!\cdot\!\mathbf p)
=\hat{\mathbf r}\!\cdot\!\mathbf p+\frac{i}{r}\boldsymbol\sigma\!\cdot\!\mathbf L .
\end{equation}
An s function has $\mathbf L\phi=0$, so the spin term drops out:
\begin{equation}
-\tfrac12\nabla\!\cdot\!\left(M^{-1}\nabla\phi\right)+V\phi=E\phi .
\end{equation}
No core orbital appears here. Orthogonality of the full Dirac spinors follows because they are eigenfunctions of one Hermitian Hamiltonian.

\textbf{Q.} That shows what the equation contains. It does not show how large each influence is.

\textbf{A.} Then expand. To first order $M^{-1}=1-(E-V)/2c^2$, and the correction to the nonrelativistic $h_0=-\frac12\nabla^2+V$ is
\begin{equation}
W(E)\phi=\frac1{4c^2}\nabla\!\cdot\!\left[(E-V)\nabla\phi\right].
\end{equation}
Let $h_0|k\rangle=E_k|k\rangle$ for the s states, and let $v$ be the valence state. The first-order equation is
\begin{equation}
(h_0-E_v)\phi_1=\left[E^{(1)}-W(E_v)\right]v .
\label{eq:pert}
\end{equation}
Project on $v$: the left side vanishes, so $E^{(1)}=\langle v|W(E_v)|v\rangle$. Integrate by parts; the surface terms vanish at the nucleus and at infinity. With radial function $\psi$, $u=r\psi$, $\int u^2dr=1$ and $g=r\psi'=u'-u/r$,
\begin{equation}
E^{(1)}=\frac1{4c^2}\int_0^\infty (V-E_v)\,g_v^2\,dr .
\label{eq:e1}
\end{equation}
The expansion of $M^{-1}$ fails pointwise for $r\lesssim Z/2c^2$, where $|V|$ reaches $2c^2$. The integral survives: near the nucleus $V\simeq-Z/r$ and $\psi'\simeq-Z\psi(0)$, so the integrand behaves as $-Z^3\psi(0)^2r$.

\section{Separating the core from the rest}

\textbf{Q.} The corrected orbital can be expanded in the old ones. Surely its core components express the orthogonality I mean?

\textbf{A.} They do, once the normalization is handled. Project equation~(\ref{eq:pert}) on $k\neq v$:
\begin{equation}
A_{kv}\equiv\langle k|\phi_1\rangle=\frac{W_{kv}(E_v)}{E_v-E_k},
\quad
W_{kv}(E)=\frac1{4c^2}\int_0^\infty(V-E)g_kg_v\,dr .
\end{equation}
Large components alone are not orthonormal, because the small components carry part of each overlap. To leading order $\chi=\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi/2c$, so that part is $G_{kv}=\int g_kg_v\,dr/4c^2$. Orthonormality of the spinors requires, at first order,
\begin{equation}
A_{kv}+A_{vk}+G_{kv}=0 .
\label{eq:norm}
\end{equation}
Now take the orthonormal set nearest to the large components, which treats all states alike. If the matrix of large components is $1+A$, this set is
\begin{equation}
(1+A)\left[1+A+A^T\right]^{-1/2}\simeq1+\tfrac12(A-A^T).
\end{equation}
Its mixing coefficients are therefore
\begin{align}
a_{kv}&=\frac12\left[\frac{W_{kv}(E_v)}{E_v-E_k}-\frac{W_{kv}(E_k)}{E_k-E_v}\right]
=\frac{W_{kv}}{E_v-E_k},\\
W_{kv}&=\frac1{4c^2}\int_0^\infty\left(V-\frac{E_k+E_v}{2}\right)g_kg_v\,dr .
\end{align}
Since $W_{kv}$ is symmetric, $a_{kv}=-a_{vk}$. A core state $c$ admixed to $v$ is matched by $v$ admixed to $c$ with the opposite sign. That is orthogonality at this order.

\textbf{Q.} And how do these coefficients change the size?

\textbf{A.} Use the mean radius of the full charge density, small component included. By equation~(\ref{eq:norm}), $A_{kv}=a_{kv}-\frac12G_{kv}$. Hence, with $r_{vk}=\langle v|r|k\rangle$ and $a_{vv}=0$,
\begin{equation}
\delta\langle r\rangle=2\sum_k a_{kv}r_{vk}-\sum_k r_{vk}G_{kv}+\frac1{4c^2}\int_0^\infty r g_v^2\,dr .
\end{equation}
By completeness, the middle sum is $G$ taken between $r\psi$ and $\psi$. Since $(r\psi)'=\psi+r\psi'$, it equals $\int(\psi+r\psi')\psi'r^2dr/4c^2$. The part with $r\psi'^2$ cancels the last integral. What remains is $-\int\psi\psi'r^2dr/4c^2$, and one integration by parts turns it into $\int\psi^2r\,dr/4c^2$. Thus
\begin{equation}
\delta\langle r\rangle=2\sum_k a_{kv}r_{vk}+\frac{\langle1/r\rangle}{4c^2}.
\label{eq:size}
\end{equation}

\textbf{Q.} Which part would exist if the valence electron itself were nonrelativistic and merely had to avoid the relativistic core?

\textbf{A.} Pose that as a constrained problem. Minimize $\langle h_0\rangle$ for $\tilde v=v+\eta$, orthogonal to the core orbitals $\tilde c=c+\sum_k a_{kc}k$. The constraint gives $\eta_c+a_{vc}=0$, so $\eta_c=-a_{vc}=a_{cv}$. The minimum obeys
\begin{equation}
(h_0-e)\tilde v=\sum_c\lambda_c\tilde c .
\end{equation}
At zeroth order $\tilde v=v$, so the multipliers $\lambda_c$ vanish and start at first order. Projecting on a state $k$ above $v$ then gives $(E_k-E_v)\eta_k=0$ at first order. The answer is the core part of the sum and nothing else. Its energy change is
\begin{equation}
e-E_v\simeq-\sum_c a_{cv}^2(E_v-E_c),
\label{eq:fall}
\end{equation}
of order $c^{-4}$. Orthogonality alone has no first-order energy shift.

\section{Numbers for mercury}

\textbf{Q.} It could still produce most of the contraction. What are the numbers for a heavy atom?

\textbf{A.} Take mercury, $5d^{10}6s^2$, in spin-restricted nonrelativistic local-density theory with Dirac--Slater exchange and no correlation. I converge its potential, freeze it, and diagonalize $h_0$ for s states in B-splines inside a sphere of radius 21.2~\AA. The states above 6s include the continuum, made discrete by the sphere. The 6s level lies at $-4.585$~eV with $\langle r\rangle=1.665$~\AA.

Choose every orbital positive at the nucleus. All five core elements $W_{c,6s}$ are then negative. Near the nucleus this is expected: $V$ is deep and negative, and both slopes have the same sign. Since $E_{6s}-E_c>0$, the coefficients $a_{c,6s}$ are negative. The computed $r_{6s,c}$ are negative too, so each core term in equation~(\ref{eq:size}) is positive. For 5s,
\begin{align}
a_{5s,6s}&=\frac{-7.550}{-4.585+91.729}=-0.0866,\\
2a_{5s,6s}\,r_{6s,5s}&=2(-0.0866)(-0.0869~\text{\AA})=+0.0151~\text{\AA}.
\end{align}
The 4s term adds $0.0006$~\AA, and the deeper ones less than $0.0001$~\AA\ together. The total is
\begin{equation}
\delta\langle r\rangle_{6s}=\underbrace{+0.016}_{\text{core}}\;\underbrace{-\,0.316}_{\text{higher states}}=-0.301~\text{\AA}
\end{equation}
from the unrounded terms. The last term of equation~(\ref{eq:size}) is only $3\times10^{-6}$~\AA. The orbital contracts by 18\% of its nonrelativistic mean radius, while the orthogonality part expands it.

\textbf{Q.} So the core does contract, but its contraction pushes the 6s charge outward?

\textbf{A.} At first order, yes. The 5s orbital shrinks by $0.061$~\AA, or 11\%. The corresponding admixture changes the 6s density by $2a_{5s,6s}u_{6s}u_{5s}$, which integrates to zero, moves 2.6\% of the 6s charge outward across a radius near $0.64$~\AA, and dies out with the tail of 5s.

The 1s orbital is a useful case because it has no core below it. Mixing with higher states gives $-0.00170$~\AA. The $\langle1/r\rangle$ term, not negligible for 1s, gives $+0.00056$~\AA. The result is $-0.00114$~\AA, again 11\% of the mean radius. Contraction needs no inner orbital.

\section{Where the effect accumulates}

\textbf{Q.} The 6s electron is hardly ever near the nucleus. Where does its direct effect come from?

\textbf{A.} Switch the $1/c^2$ terms on inside a radius $R$ and leave them off outside. The previous steps hold with every $1/c^2$ integral cut at $R$; the last term of equation~(\ref{eq:size}) becomes $-\int_0^R u_vg_v\,dr/4c^2$. This fixes what ``the contribution from inside $R$'' means. Another form of the operator, differing by terms that integrate to zero, would distribute the same total differently.

\begin{center}
\begin{tabular}{cccc}
$R$ (\AA) & 6s charge inside & share of $E^{(1)}$ & share of $\delta\langle r\rangle$\\
0.0056 & 0.002\% & 41.5\% & 41.5\%\\
0.0163 & 0.004\% & 88.4\% & 88.3\%\\
0.0552 & 0.031\% & 97.3\% & 97.3\%\\
0.138 & 0.149\% & 99.5\% & 99.5\%
\end{tabular}
\end{center}

The full shift is $E^{(1)}=-2.09$~eV. Nearly nine tenths of it, and of the contraction, comes from a region holding 0.004\% of the 6s charge. In equation~(\ref{eq:e1}) the charge density $u^2$ does not set the weight. The weight is the squared slope times the depth $V-E_v$, and both are large in the inner tail.

\textbf{Q.} But the charge that moves is far outside. How can a change at $0.02$~\AA\ pull in an orbital of size $1.7$~\AA?

\textbf{A.} Through the energy. Outside $R$ the switched orbital obeys the nonrelativistic equation, at the shifted energy $E=E_v+\Delta$. Compare it with the original:
\begin{equation}
u_v''=2(V-E_v)u_v,\qquad u''=2(V-E_v-\Delta)u .
\end{equation}
Multiply the second by $u_v$, the first by $u$, and subtract:
\begin{equation}
(u_vu'-u_v'u)'=-2\Delta\,u_vu .
\end{equation}
Both functions vanish at infinity, so integrating from $r$ outward gives
\begin{equation}
u_vu'-u_v'u=2\Delta\int_r^\infty u_vu\,dr' .
\label{eq:wr}
\end{equation}
Beyond the last node take both functions with the same sign and divide by $u_vu$. For $\Delta<0$ the result is $u'/u<u_v'/u_v$: the ratio $u/u_v$ falls with distance, and the tail is pulled in.

This also explains the matching columns. The shape outside $R$ depends on the inner region through $\Delta$ alone, and to first order it changes in proportion to $\Delta$. With so little charge inside $R$, the change of $\langle r\rangle$ is proportional to $\Delta$ as well.

The orthogonality part has no such lever at first order, because its energy shift is zero. Beyond the reach of the core orbitals it leaves the tail unchanged.

\section{An experiment at the actual speed of light}

\textbf{Q.} You rely on first order. Mercury has the actual $c$. Let me take relativistic cores from the Dirac equation and find the lowest nonrelativistic valence orbital orthogonal to them. If it contracts, I win.

\textbf{A.} It does contract. I diagonalized the Dirac equation in the same potential and splines, formed the nearest orthonormal set as before, and solved your constrained problem. The mean radius falls by $0.151$~\AA. The full Dirac contraction is $0.304$~\AA.

\textbf{Q.} Then half of the effect is orthogonality after all.

\textbf{A.} Look at the energy before dividing the effect that way. Your orbital lies at $-5.92$~eV, which is $1.33$~eV below the nonrelativistic 6s. Yet you gave it a nonrelativistic Hamiltonian and added constraints.

The original 6s is held up by orthogonality to the nonrelativistic core states, the true lower levels of $h_0$. Your relativistic cores block those levels incompletely, so the valence orbital falls partly into them. Equation~(\ref{eq:fall}) estimates the fall. In eV, from 5s down to 1s,
\begin{equation}
0.65+0.45+0.36+0.31+0.20\simeq1.97 .
\end{equation}
This leading estimate is about one and a half times the computed $1.33$~eV; higher orders account for the difference. Where the core orbitals have died out, equation~(\ref{eq:wr}) applies with $\Delta=e-E_v$, and the lower energy pulls in the tail.

\textbf{Q.} Can you show that the energy gain, and not the constraint as such, makes it shrink?

\textbf{A.} Meet the same constraints without letting the tail relax: use the original 6s plus the core admixture needed for orthogonality, then normalize. At the actual $c$ this orbital is $0.006$~\AA\ larger than the original 6s. Its mean energy already lies below $E_v$, because it contains core states, but its tail keeps the shape that belongs to $E_v$. The contraction appears only when the tail adjusts to the lower energy.

One can also weaken relativity. The energy gain is of order $c^{-4}$ and the first-order expansion of order $c^{-2}$, so the expansion must win when $c$ is large enough. Your orbital changes by $-0.151$~\AA\ at the actual $c$, by $-0.0115$~\AA\ at twice that value, by $-0.0001$~\AA\ at four times, and by $+0.0002$~\AA\ at eight times.

In the Dirac atom, core and valence orbitals belong to the same Hamiltonian, and the core levels are fully blocked. The fall comes from combining two Hamiltonians.

\textbf{Q.} Then do the reverse: a relativistic valence orbital orthogonal to nonrelativistic cores. That should isolate your direct effect.

\textbf{A.} At full strength it fails more severely. Take as the relativistic Hamiltonian the operator whose eigenvectors are the nearest orthonormal set and whose eigenvalues are the Dirac energies. Its lowest state orthogonal to the nonrelativistic cores lies near $-91$~eV with a mean radius of $0.50$~\AA, far from any valence value. The relativistic core levels are now the ones left partly open. The state is not a core orbital: the relativistic 1s to 5s carry only 8\% of its weight, 6s carries 33\%, and higher states 58\%. The core levels are so deep that this small admixture contributes $-182$~eV, against $+91$~eV from the rest. Neither experiment separates the $0.304$~\AA\ into shares. The separation is clean at first order, where the fall is absent.

\section{What first order can and cannot say}

\textbf{Q.} First order gave $0.301$~\AA\ and the Dirac equation $0.304$~\AA. Does this mean that first order is accurate for mercury?

\textbf{A.} No. The Dirac 6s lies at $-7.63$~eV, a shift of $-3.04$~eV, and first order gives 69\% of it. (These are point-nucleus values; a uniformly charged nucleus of radius 7~fm with the same screening raises the level by $0.01$~eV and reduces the contraction to $0.303$~\AA.) The first-order size change per unit energy is $0.301/2.09=0.144$~\AA/eV. Applied to the full shift, it would predict a contraction of $0.44$~\AA. The actual ratio is $0.304/3.04=0.100$~\AA/eV. A larger energy shift and a weaker response per eV compensate here, so the close agreement in size is no measure of convergence.

\textbf{Q.} And in a real atom the potential is not frozen.

\textbf{A.} Right. When all orbitals become relativistic, the screening changes, and that acts on the 6s orbital through $V$. This indirect effect is outside the present calculation. It is also a different mechanism from orthogonality, since it would enter the valence equation as a changed potential.

\textbf{Q.} Then I should put it this way: in a fixed potential, relativity acts on the valence orbital's own inner tail and lowers its energy, and the lower energy draws in the outer part.

\textbf{A.} Yes. The contracted core is a parallel result of the same operator. To first order, the orthogonality that links the two orbitals works slightly against the valence contraction in this atom.
